\section*{Revivals of a Dirac wave packet in the Landau basis}

\section{What has to be decided before the run}

A calculation meant to show the revival of a relativistic packet in a magnetic field needs three choices: the run length, the packet's width in level number, and the propagator. For the parameters used below the packet circles once in 4.56 ps, but its full revival comes after 7295 ps, which is 1600 orbits. By then the central level has accumulated a phase of about $8\times10^6$ rad. A level-dependent phase error can spoil the revival, and so can a packet that is too broad in level number. The Landau basis removes the time-step error, and the derivatives of the level energies give the run length and an upper limit on the width.

\section{Model and ladder operators}

A particle of charge $-e$ moves in the plane, with $\mathbf B=B\hat{\mathbf z}$, $B>0$, and
\begin{equation}
H=v(\sigma_x\pi_x+\sigma_y\pi_y),\qquad \boldsymbol\pi=\mathbf p+e\mathbf A .
\end{equation}
There is no mass, scattering, radiation or interaction. With $v=c$ this is also the massless four-component problem at $p_z=0$: in the chiral representation it separates into $H$ and $-H$, and $\sigma_zH\sigma_z=-H$ makes the two blocks equivalent.

The kinetic momenta do not commute:
\begin{equation}
[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]
=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\end{equation}
Let $l=\sqrt{\hbar/(eB)}$ and $a=l(\pi_x-i\pi_y)/(\sqrt2\hbar)$. Then
\begin{equation}
[a,a^\dagger]=\frac{l^2}{2\hbar^2}\,2i[\pi_x,\pi_y]=\frac{l^2eB}{\hbar}=1 ,
\end{equation}
and, with $\Omega=\sqrt2\,v/l$,
\begin{equation}
H=\hbar\Omega\begin{pmatrix}0&a\\a^\dagger&0\end{pmatrix}.
\end{equation}
For $n\ge1$ put $|n,\pm\rangle=(|n-1\rangle,\pm|n\rangle)/\sqrt2$. Since $a|n\rangle=\sqrt n|n-1\rangle$ and $a^\dagger|n-1\rangle=\sqrt n|n\rangle$,
\begin{equation}
H|n,\pm\rangle=\pm\hbar\Omega\sqrt n\,|n,\pm\rangle .
\end{equation}
There is also a zero mode $(0,|0\rangle)$.

To read positions, separate off the guiding centre
\begin{equation}
X=x-\frac{\pi_y}{eB},\qquad Y=y+\frac{\pi_x}{eB}.
\end{equation}
It commutes with both kinetic momenta. For example, $[X,\pi_x]=i\hbar-[\pi_y,\pi_x]/(eB)=i\hbar-i\hbar=0$. It is therefore conserved, and its state is a spectator factor, which must be localized if the packet is to be localized in the plane. The remaining orbit coordinates are $\xi=\pi_y/(eB)$ and $\eta=-\pi_x/(eB)$, so that
\begin{equation}
\xi+i\eta=\frac{-i(\pi_x+i\pi_y)}{eB}=-i\sqrt2\,l\,a^\dagger .
\label{eq:orbit}
\end{equation}

\section{Splitting of the initial packet}

Start with spin up and Gaussian level weights:
\begin{equation}
\Psi(0)=\sum_n c_n\begin{pmatrix}|n-1\rangle\\0\end{pmatrix},\quad
c_n=(-i)^ng_n,\quad g_n^2\propto e^{-(n-\bar n)^2/2\sigma^2},
\end{equation}
with $\sum_ng_n^2=1$, $\bar n$ an integer and $\bar n\gg\sigma$. All $n$ in the sum are positive, so the zero mode is absent. Because $(|n-1\rangle,0)=(|n,+\rangle+|n,-\rangle)/\sqrt2$,
\begin{equation}
\Psi(t)=\frac{\Psi_+(t)+\Psi_-(t)}{\sqrt2},\qquad
\Psi_\pm(t)=\sum_nc_ne^{\mp i\Omega\sqrt n\,t}|n,\pm\rangle .
\label{eq:prop}
\end{equation}
The two normalized parts carry probability $1/2$ each.

The matrix elements of $a^\dagger$ are
\begin{equation}
\langle n+1,s|a^\dagger|n,s'\rangle=\tfrac12\left(\sqrt n+ss'\sqrt{n+1}\right),
\end{equation}
where the first term comes from the upper components and the second from the lower ones. Also $c_{n+1}^*c_n=i^{\,n+1}(-i)^ng_{n+1}g_n=i\,g_{n+1}g_n$. This $i$ cancels the $-i$ in \eqref{eq:orbit}, and the centre of each part is
\begin{equation}
Z_\pm(t)=\frac{l}{\sqrt2}\sum_n g_{n+1}g_n\left(\sqrt n+\sqrt{n+1}\right)
e^{\pm i\Omega(\sqrt{n+1}-\sqrt n)t}.
\label{eq:Z}
\end{equation}
Both parts start at the same point on the positive $\xi$ axis. The positive-energy part then turns counterclockwise and the negative-energy part clockwise. The reason is visible in the velocity operator $v\boldsymbol\sigma$. With $\sigma_x+i\sigma_y$ equal to twice the spin-raising matrix,
\begin{equation}
\langle\sigma_x+i\sigma_y\rangle_\pm=\pm\sum_nc_{n+1}^*c_n
=\pm i\sum_ng_{n+1}g_n
\end{equation}
at $t=0$. The kinetic momenta are equal and the velocities opposite.

The mean position of the whole packet contains cross terms with $ss'=-1$:
\begin{equation}
\begin{aligned}
\langle\xi+i\eta\rangle={}&\tfrac12(Z_++Z_-)\\
&-\frac{l}{\sqrt2}\sum_ng_{n+1}g_n(\sqrt{n+1}-\sqrt n)
\cos[\Omega(\sqrt{n+1}+\sqrt n)t].
\end{aligned}
\end{equation}
The second line is the interband trembling motion. Its amplitude is about $l/(2\sqrt{2\bar n})$, smaller than the orbit radius $l\sqrt{2\bar n}$ by a factor $4\bar n$. The first line is real because $Z_-=Z_+^*$. The total mean thus oscillates along a line and does not reveal the rotation, so an implementation should output $Z_+$ and $Z_-$ separately.

The return amplitude of the positive part is
\begin{equation}
A_+(t)=\langle\Psi_+(0)|\Psi_+(t)\rangle=\sum_ng_n^2e^{-i\Omega\sqrt n\,t}.
\end{equation}
The negative part gives $A_+^*$, so the whole spinor has return amplitude $(A_++A_+^*)/2=\operatorname{Re}A_+$.

\section{The scheme}

\begin{verbatim}
input  v, B, nbar, sigma, output times t[]
l     = sqrt(hbar/(e B));  Omega = sqrt(2) v / l
n     = nbar-12 sigma ... nbar+12 sigma   (need n >= 1)
g[n]  = exp(-(n-nbar)^2/(4 sigma^2)); normalize sum g^2
gap[n] = 1/(sqrt(n+1)+sqrt(n))
w[n]   = l g[n+1] g[n] (sqrt(n)+sqrt(n+1))/sqrt(2)
for each t:
    Zplus  = sum w[n] exp(+i Omega gap[n] t)
    Zminus = conj(Zplus)
    Aplus  = sum g[n]^2 exp(-i Omega sqrt(n) t)
    output Zplus, Zminus, |Aplus|^2, (Re Aplus)^2
\end{verbatim}

The form of \texttt{gap} follows from $(\sqrt{n+1}-\sqrt n)(\sqrt{n+1}+\sqrt n)=1$ and avoids subtracting nearly equal roots. If the spinor itself is wanted, multiply its coefficients by the phases in \eqref{eq:prop}.

\section{Orbital period, collapse and revival}

Write $f(n)=\sqrt n$ and evaluate its derivatives at $\bar n$:
\begin{equation}
f'=\frac1{2\bar n^{1/2}},\qquad f''=-\frac1{4\bar n^{3/2}},\qquad
f'''=\frac3{8\bar n^{5/2}} .
\end{equation}
With $k=n-\bar n$, the linear phase $-\Omega f'kt$ is a multiple of $2\pi$ for every $k$ after
\begin{equation}
T_{\rm cl}=\frac{2\pi}{\Omega f'}=\frac{4\pi\sqrt{\bar n}}{\Omega}.
\end{equation}
The quadratic phase is $-\Omega f''k^2t/2=2\pi k^2t/T_{\rm rev}$, where
\begin{equation}
T_{\rm rev}=\frac{4\pi}{\Omega|f''|}=\frac{4\pi\hbar}{|E''|}
=\frac{16\pi\bar n^{3/2}}{\Omega}=4\bar n\,T_{\rm cl}.
\label{eq:rev}
\end{equation}

For the centre, set $j=k+\tfrac12$, which runs over half-integers. The weights become
\begin{equation}
g_{n+1}g_n\propto e^{-[k^2+(k+1)^2]/4\sigma^2}
=e^{-1/8\sigma^2}e^{-j^2/2\sigma^2},
\end{equation}
because $k^2+(k+1)^2=2j^2+\tfrac12$. Expanding $f(\bar n+j+\tfrac12)-f(\bar n+j-\tfrac12)$ gives
\begin{equation}
\sqrt{n+1}-\sqrt n\simeq f'+f''j+\tfrac12f'''j^2+\tfrac1{24}f''' .
\label{eq:gap}
\end{equation}
Keep the first two terms, treat $\sqrt n+\sqrt{n+1}$ as constant over the packet, and let $\beta=\Omega|f''|t=4\pi t/T_{\rm rev}$. Poisson summation over half-integers turns the sum into images:
\begin{equation}
\sum_je^{-j^2/2\sigma^2}e^{-i\beta j}
=\sqrt{2\pi}\,\sigma\sum_{m}(-1)^me^{-\sigma^2(\beta-2\pi m)^2/2}.
\label{eq:images}
\end{equation}
The $m=0$ image is the collapse. For $\sigma\gg1/2$ the images are well separated. Well before $T_{\rm rev}/4$, where the $m=1$ image becomes as large as the $m=0$ one,
\begin{equation}
\left|\frac{Z_\pm(t)}{Z_\pm(0)}\right|\simeq e^{-t^2/2t_c^2},\qquad
t_c=\frac1{\sigma\Omega|f''|}=\frac{T_{\rm rev}}{4\pi\sigma}.
\end{equation}
I call this ratio the localization. Physically, higher levels circle more slowly, and the packet spreads around its orbit until its mean position lies at the centre.

The $m=1$ image occurs at $\beta=2\pi$, that is at $T_{\rm rev}/2$. Its minus sign puts the packet opposite its classical place. The level phases say the same: $e^{i\pi k^2}=(-1)^k$ is the effect of half an orbit. The revival at the classical place is $m=2$, at $T_{\rm rev}$. Since $T_{\rm rev}/2=2\bar nT_{\rm cl}$ is a whole number of periods, the classical place is then the starting point.

Between these times the packet is not always a featureless ring. At $T_{\rm rev}/4$,
\begin{equation}
e^{i\pi k^2/2}=\frac{1}{\sqrt2}\left[e^{i\pi/4}+e^{-i\pi/4}(-1)^k\right],
\end{equation}
which is $1$ for even $k$ and $i$ for odd $k$. Each energy part consists of two copies half an orbit apart, each with probability $1/2$. Their mean position vanishes, so a small $|Z_+|$ alone does not distinguish two lumps from a ring. The return probability does.

\section{How wide the packet may be}

The next phase in $A_+$ is $-\Omega f'''k^3t/6$. At $T_{\rm rev}$ it equals $-\theta k^3$ with $\theta=\pi/\bar n$. Part of it is linear in $k$ and merely moves the arrival time. To remove that part, write $k^3=(k^3-3\sigma^2k)+3\sigma^2k$. The bracket is uncorrelated with $k$, since $\langle k^4\rangle=3\sigma^4$, and its variance is
\begin{equation}
\langle k^6\rangle-6\sigma^2\langle k^4\rangle+9\sigma^4\langle k^2\rangle
=(15-18+9)\sigma^6=6\sigma^6 .
\end{equation}
At the best nearby time the return probability is therefore, to leading order,
\begin{equation}
|A_+|^2\simeq1-6\theta^2\sigma^6=1-\frac{6\pi^2\sigma^6}{\bar n^2}.
\label{eq:loss}
\end{equation}
At $T_{\rm rev}/2$ the cubic phase is halved and the loss is about a quarter as large. It is not exactly a quarter, because the return there is half an orbit away from $T_{\rm rev}/2$. This offset adds a quadratic phase $\pi k^2/(4\bar n)$, which raises the leading-order loss by the fraction $1/(12\sigma^2)$, or 2\% for $\sigma=2$. This is visible only when the loss itself is very small. In the example below the next order in $\theta^2\sigma^6$ is larger and lowers both losses, the one at $T_{\rm rev}$ the more, so that their ratio is 0.28. For a permitted loss $\epsilon\ll1$ at $T_{\rm rev}$, the rule is
\begin{equation}
\sigma\le\left(\frac{\epsilon\,\bar n^2}{6\pi^2}\right)^{1/6}.
\end{equation}
The lower limit on $\sigma$ comes from localization: $\left|\sum_kg_ke^{ik\phi}\right|^2\propto e^{-2\sigma^2\phi^2}$ has angular standard deviation $1/(2\sigma)$, which must be small compared with $\pi$.

The centre is affected through the third term of \eqref{eq:gap}. At $T_{\rm rev}$ it gives the phase $3\pi j^2/\bar n$, while $e^{-4\pi ij}=1$. Replacing the sum by a Gaussian integral,
\begin{equation}
\left\langle e^{3\pi ij^2/\bar n}\right\rangle=(1-iC)^{-1/2},\qquad
C=\frac{6\pi\sigma^2}{\bar n}.
\label{eq:chirp}
\end{equation}
The localization at $T_{\rm rev}$ is $(1+C^2)^{-1/4}$, and the positive part is ahead of its classical place by $\tfrac12\arctan C$. At $T_{\rm rev}/2$ replace $C$ by $C/2$.

An ordinary coherent state of the orbital oscillator has Poisson weights, with $\sigma^2\simeq\bar n$. Then $C=6\pi$, and the localization at $T_{\rm rev}$ is $(1+36\pi^2)^{-1/4}\approx0.230$ for any large $\bar n$. Raising the energy does not cure this. The weights must be narrower than Poisson, at the price of a longer packet along the orbit.

\section{Worked example}

Take round model parameters $v=10^6$ m/s, $B=1$ T, $\bar n=400$ and $\sigma=2$. The velocity is close to that of graphene, but the numbers below belong to the exactly linear cone. On a nearest-neighbour honeycomb lattice with the same $v$, semiclassical quantization at this level makes $T_{\rm cl}$ about 1.4\% longer and $T_{\rm rev}$ about 1.4\% (100 ps) shorter, so $T_{\rm rev}=4\bar nT_{\rm cl}$ no longer holds. A carrier of this energy in a real sheet can also emit optical phonons and would lose coherence long before $t_c$. Then $l=25.66$ nm and $\Omega=5.512\times10^{13}$ s$^{-1}$. The orbit radius is $l\sqrt{800}=725.7$ nm and the central energy is $20\hbar\Omega=20\times36.283=725.7$ meV. The times are
\begin{align}
T_{\rm cl}&=\frac{4\pi\times20}{5.512\times10^{13}\ \mathrm{s^{-1}}}=4.56\ \mathrm{ps},\\
T_{\rm rev}&=1600\,T_{\rm cl}=7295\ \mathrm{ps},\\
t_c&=\frac{7295\ \mathrm{ps}}{8\pi}=290\ \mathrm{ps}\approx64\,T_{\rm cl}.
\end{align}

Once the initial packet is given, the splitting can be computed without using the Landau energies or the ladder algebra. In the gauge $\mathbf A=(0,Bx)$, at fixed $p_y$ and with $x$ measured from the guiding centre in units of $l$, the Hamiltonian in units of $\hbar v/l$ has off-diagonal entries $-iM$ and $iM^T$, where $M=d/dx+x$. I used 825 points with spacing $\pi/36$, a sinc-function derivative, and the singular value decomposition $M=WSV^T$. In this gauge $a=-i(x+d/dx)/\sqrt2$, so $|n\rangle=i^n\varphi_n(x)$ with the usual real oscillator functions $\varphi_n$. Then $c_n|n-1\rangle=-i\,g_n\varphi_{n-1}$, and apart from a common phase the initial upper component is $u=\sum_ng_n\varphi_{n-1}$, sampled on the grid and normalized. The parts are $(We^{\mp iS\tau}W^Tu,\ \pm iVe^{\mp iS\tau}W^Tu)/\sqrt2$ with $\tau=vt/l$. On this grid the initial velocities are $\pm0.969\,v$ along $y$. The centres stand at $\pm45.0^\circ$ after $T_{\rm cl}/8$ and at $\pm90.0^\circ$ after $T_{\rm cl}/4$. The parts meet again on the far side at $T_{\rm cl}/2$.

The factor 0.969 is $e^{-1/8\sigma^2}$. It also reduces the initial distance of the mean from the orbit's centre to 703.3 nm, because the packet is an arc and not a point. The trembling amplitude is 0.44 nm.

The Landau sum \eqref{eq:Z} gives the following localizations.
\begin{center}
\begin{tabular}{lcc}
time & sum & formula\\
$t_c$ & 0.6065 & 0.6065\\
$2t_c$ & 0.1354 & 0.1353\\
$T_{\rm rev}/2$ & 0.9978 & 0.9978\\
$T_{\rm rev}$ & 0.9913 & 0.9913
\end{tabular}
\end{center}
Between $0.15\,T_{\rm rev}$ and $0.35\,T_{\rm rev}$ it stays below $10^{-3}$ on the sampled times. Near $T_{\rm rev}/4$, inside this interval, the return probability nevertheless peaks twice per orbit at 0.499, which is the signature of two copies.

Scanning the sum for its maxima puts the revivals at 3647.3 ps and 7294.7 ps, against 3647.5 ps and 7295.0 ps from \eqref{eq:rev}. With $\bar n=100$ and the same $\sigma$, the located full revival is 0.04\% earlier than the formula.

The best return probabilities are 0.9942 near $T_{\rm rev}/2$ and 0.9796 near $T_{\rm rev}$. The losses, 0.0058 and 0.0204, compare with 0.0059 and 0.0237 from \eqref{eq:loss}. The leading-order estimate is thus about one sixth too large at the full revival.

The positive part is ahead of its classical place by $5.45^\circ$ at $T_{\rm rev}$, while \eqref{eq:chirp} gives $5.34^\circ$. The last term of \eqref{eq:gap} supplies the rest: $\Omega f'''T_{\rm rev}/24=\pi/(4\bar n)$, or $0.11^\circ$. For Poisson weights, with $n-1$ distributed about 399, the sum gives a localization of 0.2305 at $T_{\rm rev}$.

\section{The massive case}

Adding $\Delta\sigma_z$ with $\Delta>0$ leaves each pair $(|n-1\rangle,0)$, $(0,|n\rangle)$ closed under $H$, with diagonal entries $\pm\Delta$ and off-diagonal entry $\hbar\Omega\sqrt n$. Hence $E^2=\Delta^2+\hbar^2\Omega^2n$. Differentiating for $E>0$,
\begin{equation}
E'=\frac{\hbar^2\Omega^2}{2E},\qquad
E''=-\frac{\hbar^2\Omega^2}{2E^2}E'=-\frac{\hbar^4\Omega^4}{4E^3},
\end{equation}
and therefore
\begin{equation}
T_{\rm cl}=\frac{4\pi E}{\hbar\Omega^2},\qquad
T_{\rm rev}=\frac{16\pi E^3}{\hbar^3\Omega^4},
\end{equation}
evaluated at $\bar n$. For $\Delta=0$ these are the earlier results. For $\Delta=mv^2\gg\hbar\Omega\sqrt{\bar n}$ the period tends to $2\pi m/(eB)$, independent of $\bar n$, while $T_{\rm rev}$ grows as $\Delta^3$: the levels become equally spaced and the collapse is postponed. A spin-up state in level $n$ has $\langle H\rangle=\Delta$, so its positive and negative parts have probabilities $(1\pm\Delta/E)/2$. The counter-rotating part fades in this limit. The eigenvectors change too, so in the pseudocode both the level frequencies and the amplitudes must be replaced, and $Z_-$ must be computed separately because it is no longer exactly $Z_+^*$. The return amplitude of the whole spinor becomes $\sum_ng_n^2[\cos(E_nt/\hbar)-i(\Delta/E_n)\sin(E_nt/\hbar)]$, with $E_n=\sqrt{\Delta^2+\hbar^2\Omega^2n}$.

\section{Cost, stability and failure modes}

Each output time costs one exponential per level and per sum. The window above holds $24\sigma+1=49$ levels, and any time can be reached directly. The moduli of the coefficients do not change, so the norm does not drift.

\begin{itemize}
\item \textbf{Precision.} The phase $\Omega\sqrt{\bar n}\,T_{\rm rev}=16\pi\bar n^2$ is $8\times10^6$ rad here. Double precision leaves an error of order $10^{-9}$ rad. Single precision leaves a few tenths of a radian in the phase $\Omega\sqrt n\,t$ as written in the scheme, which swamps the loss to be measured. Removing the common phase, that is using $\Omega(\sqrt n-\sqrt{\bar n})\,t=\Omega kt/(\sqrt n+\sqrt{\bar n})$, leaves $|A_+|^2$ unchanged and brings the single-precision error down to about $10^{-3}$ rad. $\operatorname{Re}A_+$ still needs the common phase in double precision.
\item \textbf{Sampling.} Near a return $|A_+|^2\simeq e^{-(2\pi\sigma\delta t/T_{\rm cl})^2}$, where $\delta t$ is the distance from the peak. It falls to $1/e$ of its peak at $\delta t=T_{\rm cl}/(2\pi\sigma)=0.36$ ps, and output with a much larger step can miss the peaks. $\operatorname{Re}A_+$ oscillates with period $T_{\rm cl}/(2\bar n)=5.7$ fs. The modulus $|Z_+|$ varies on the scale $t_c$, so it locates the revivals at $T_{\rm rev}/2$ and $T_{\rm rev}$ with far fewer output times than $|A_+|^2$. It does not show the fractional revival at $T_{\rm rev}/4$.
\item \textbf{Low levels.} Terms with $n<1$ must be dropped from the window. This is harmless while their Gaussian weights are negligible. If they are not, the packet is no longer Gaussian and the expansion about $\bar n$ is unreliable. A spin-down admixture can also bring in the zero mode, which has zero energy and belongs to neither part. Even without the zero mode, such an admixture can make the two parts unequal: $(|n-1\rangle,|n\rangle)/\sqrt2$ has positive energy only.
\item \textbf{Physical damping.} The full revival needs phase coherence over $T_{\rm rev}$, which is $4\bar n$ orbits. If coherence between the levels survives beyond $t_c$ but is completely lost before $T_{\rm rev}/2$, the mean position of each part collapses and does not revive. A partial loss leaves a weakened revival. Fractional revivals, such as the one at $T_{\rm rev}/4$, can still appear in the return probability if coherence lasts that long.
\end{itemize}
